\section*{Noise limits on relaxation-time distributions recovered from Debye loss}

\section{The decision: where to stop}

A conductance measurement on a metal--oxide--silicon capacitor gives the loss $L=G_p/\omega$ at a set of frequencies. An inversion program turns it into a distribution of trap relaxation times, and its user must choose the finest structure it may return. If the cutoff is too low, real features are smeared; if it is too high, the output is amplified noise that looks like a family of traps. The choice depends on how strongly a Debye relaxer blurs detail on a logarithmic frequency axis.

The algebra uses atomic units, so $e=1$, and the time factor is $e^{i\omega t}$. Capacitances and conductances are per unit area, except where a single trap is named.

\section{One trap level}

An interface trap exchanges electrons with the silicon conduction band. Its occupancy $f$ obeys
\begin{equation}
\frac{df}{dt}=c_n n(1-f)-e_n f ,
\end{equation}
with capture coefficient $c_n$, surface electron density $n$ and emission rate $e_n$. At rest $n=n_s$ and $f=f_0$, so that $e_n=c_nn_s(1-f_0)/f_0$. A small change $\delta\psi$ of surface potential gives $n=n_s(1+\delta\psi/k_BT)$ to first order. Keeping first-order terms,
\begin{equation}
\frac{d\,\delta f}{dt}=c_nn_s(1-f_0)\frac{\delta\psi}{k_BT}-(c_nn_s+e_n)\,\delta f .
\end{equation}
The last bracket is $c_nn_s[1+(1-f_0)/f_0]=c_nn_s/f_0$. Define
\begin{equation}
\tau_m=\frac1{c_nn_s},\qquad \tau=f_0\tau_m .
\end{equation}
With $d/dt\to i\omega$, multiplication by $\tau$ gives
\begin{equation}
\frac{\delta f}{\delta\psi}=\frac{f_0(1-f_0)}{k_BT}\,\frac1{1+i\omega\tau}.
\end{equation}
This is the trap's complex capacitance $C$. Its admittance is $i\omega C$, and the real part divided by $\omega$ is
\begin{equation}
\frac{G_p}{\omega}=\frac{f_0(1-f_0)}{k_BT}\,\frac{\omega\tau}{1+\omega^2\tau^2}.
\end{equation}
Dividing the numerator and denominator of the Debye factor by $\omega\tau$ gives
\begin{equation}
\frac{\omega\tau}{1+\omega^2\tau^2}
=\frac1{e^{\ln\omega\tau}+e^{-\ln\omega\tau}}
=\tfrac12\,\mathrm{sech}(\ln\omega\tau).
\end{equation}
On a log-frequency axis each Debye relaxer therefore has the same shape, and $\tau$ only sets its position. For $\omega\tau\ll1$ the trap follows the signal and the loss falls as $\omega\tau$; for $\omega\tau\gg1$ it cannot follow and the loss falls as $1/\omega\tau$.

\section{Many levels: a convolution}

Let
\begin{equation}
s=\ln(\tau/\tau_m),\qquad u=-\ln(\omega\tau_m),
\end{equation}
so that $\ln\omega\tau=s-u$. The minus sign in $u$ puts slow relaxers and low frequencies on the same side. If the relaxers act independently, in parallel and linearly, their losses add. With $g(s)\,ds$ the capacitance of those between $s$ and $s+ds$, and since sech is even,
\begin{equation}
L(u)=\int_{-\infty}^{\infty}g(s)\,\tfrac12\,\mathrm{sech}(u-s)\,ds .
\label{conv}
\end{equation}
A single relaxer, $g=C_1\delta(s-s_1)$, returns the previous result. In the opposite limit, a constant $g$ gives a constant loss $\pi g/2$, because $\int\frac12\mathrm{sech}\,x\,dx=\pi/2$.

\subsection*{The interface-trap continuum}

Take a trap density $D_{it}$ per area and energy, with $D_{it}$ and $c_n$ constant over the few $k_BT$ that respond. From the Fermi function, $f(1-f)\,dE/k_BT=-df$. The energy integral becomes an integral over occupancy:
\begin{align}
L&=D_{it}\int_0^1\frac{\omega\tau_mf}{1+\omega^2\tau_m^2f^2}\,df\nonumber\\
&=D_{it}\,\frac{\ln(1+\omega^2\tau_m^2)}{2\omega\tau_m}.
\end{align}
Since $f=\tau/\tau_m=e^s$ and $df=e^sds$, the distribution is
\begin{equation}
g(s)=D_{it}e^s\ (s<0),\qquad g(s)=0\ (s>0).
\label{edge}
\end{equation}
It has a sharp edge at the longest time $\tau_m$, whereas the loss is smooth. At low frequency $L\to D_{it}\omega\tau_m/2$, as expected for a mean relaxation time $\tau_m/2$. At high frequency $L\to D_{it}\ln(\omega\tau_m)/(\omega\tau_m)$; the logarithm comes from the supply of ever faster, nearly empty traps.

\subsection*{A fluctuating surface potential}

Oxide charge makes the band bending vary from patch to patch. If it exceeds its mean by $v\,k_BT$, then $n_s$ falls by $e^{-v}$ and $\tau_m$ grows by $e^v$, which shifts $s$ by $v$. For Gaussian $v$ of standard deviation $w$,
\begin{equation}
g(s)=D_{it}\int_{-\infty}^0e^{s'}\frac{e^{-(s-s')^2/2w^2}}{w\sqrt{2\pi}}\,ds'.
\end{equation}
Completing the square, the exponent is
\begin{equation}
s'-\frac{(s'-s)^2}{2w^2}=s+\frac{w^2}2-\frac{(s'-s-w^2)^2}{2w^2},
\end{equation}
and hence, with $\Phi$ the normal cumulative distribution,
\begin{equation}
g(s)=D_{it}\,e^{s+w^2/2}\,\Phi\!\left(-\frac{s+w^2}{w}\right).
\label{gw}
\end{equation}
For $w\to0$, $\Phi$ becomes a step and the edge (\ref{edge}) returns.

\section{What the kernel does to each wavenumber}

Define $\hat F(k)=\int F(u)e^{-iku}du$. The wavenumber $k$ is conjugate to $\ln\omega$ and has no dimension. A convolution becomes a product, so we need
\begin{equation}
I(k)=\int_{-\infty}^{\infty}\frac{e^{-iku}}{2\cosh u}\,du .
\end{equation}
Integrate around the rectangle between the real axis and the line $u+i\pi$. There $\cosh(u+i\pi)=-\cosh u$ and $e^{-ik(u+i\pi)}=e^{\pi k}e^{-iku}$. The upper side runs backwards; this sign cancels the one from cosh, and it contributes $+e^{\pi k}I$. The vertical ends vanish. The enclosed pole at $i\pi/2$, where the derivative of $2\cosh u$ is $2i$, has residue $e^{\pi k/2}/2i$. Therefore
\begin{equation}
(1+e^{\pi k})I=2\pi i\,\frac{e^{\pi k/2}}{2i}=\pi e^{\pi k/2},
\end{equation}
and, dividing by $1+e^{\pi k}=2e^{\pi k/2}\cosh(\pi k/2)$,
\begin{equation}
\hat L(k)=\frac{\pi}{2}\,\mathrm{sech}\!\left(\frac{\pi k}{2}\right)\hat g(k).
\label{ft}
\end{equation}
At $k=0$ this says $\int L\,du=(\pi/2)\int g\,ds$: the area under the loss gives the total relaxing capacitance.

To see the blurring directly, put $g=g_0[1+\cos(2\pi s/\Lambda)]$. Equation (\ref{ft}) at $k=2\pi/\Lambda$ gives
\begin{equation}
L=\frac{\pi g_0}{2}\left[1+\mathrm{sech}\!\left(\frac{\pi^2}{\Lambda}\right)\cos\frac{2\pi u}{\Lambda}\right].
\end{equation}
A full ripple in $g$ keeps a relative contrast of 0.23 in the loss for a period of two decades, 0.028 for one decade and $3.8\times10^{-4}$ for half a decade.

\section{Inverting without noise}

Solving (\ref{ft}),
\begin{equation}
\hat g(k)=\frac2\pi\cosh\!\left(\frac{\pi k}2\right)\hat L(k).
\label{inv}
\end{equation}
A shift $L(u)\to L(u\pm i\pi/2)$ multiplies $\hat L$ by $e^{\mp\pi k/2}$. The sum of both shifts supplies $2\cosh(\pi k/2)$, so
\begin{equation}
g(s)=\frac1\pi\left[L\!\left(s+\tfrac{i\pi}2\right)+L\!\left(s-\tfrac{i\pi}2\right)\right],
\end{equation}
where the values are limits from inside the strip $|\mathrm{Im}\,u|<\pi/2$.

Try it on the continuum, $L=\frac12D_{it}e^u\ln(1+e^{-2u})$. As $u\to s+i\pi/2$ from below, $e^u\to ie^s$, and $e^{-2u}\to-e^{-2s}$ with a small negative imaginary part. For $s<0$ the logarithm tends to $\ln(e^{-2s}-1)-i\pi$, and
\begin{equation}
\mathrm{Re}\,L\to\mathrm{Re}\,\tfrac12D_{it}\,ie^s\left[\ln(e^{-2s}-1)-i\pi\right]=\tfrac{\pi}{2}D_{it}e^s .
\end{equation}
The other shift gives the complex conjugate, so the sum divided by $\pi$ is $D_{it}e^s$. For $s>0$ the logarithm is real, $L$ is imaginary and the sum vanishes. The sharp edge comes back complete: perfect data over all frequencies lose nothing. The difficulty lies in continuing measured data to complex frequency.

\section{Inverting with noise}

Equation (\ref{inv}) acts on noise as well as signal. A noise component at wavenumber $k$ is multiplied by
\begin{equation}
A(k)=\frac2\pi\cosh\frac{\pi k}2\;\longrightarrow\;\frac{e^{\pi|k|/2}}{\pi}
\quad(|k|\gg1).
\end{equation}
The factor is 1.6 at $k=1$, 7.4 at $k=2$, 170 at $k=4$ and 3900 at $k=6$.

For the total error, let the data have spacing $h$ in $\ln\omega$ and independent errors of standard deviation $\sigma$ at each point. Keep $|k|<K$, with $K$ below the Nyquist value $\pi/h$. The estimate is
\begin{align}
g_K(s)&=h\sum_jR(s-u_j)L_j,\\
R(x)&=\frac1{2\pi}\int_{-K}^{K}A(k)e^{ikx}dk .
\end{align}
Independent errors add in variance, so $\mathrm{var}\,g_K=\sigma^2h^2\sum_jR(s-u_j)^2$. The function $R^2$ contains wavenumbers up to $2K<2\pi/h$, and by Poisson summation $h\sum_jR^2$ then equals $\int R^2dx$ for an unlimited row of points. Parseval's theorem gives
\begin{align}
\mathrm{var}\,g_K&=\frac{\sigma^2h}{2\pi}\,\frac4{\pi^2}\int_{-K}^{K}\cosh^2\frac{\pi k}2\,dk\nonumber\\
&=\frac{2\sigma^2h}{\pi^3}\left[K+\frac{\sinh\pi K}{\pi}\right],
\label{var}
\end{align}
where $\cosh^2(\pi k/2)=\frac12(1+\cosh\pi k)$ was used. For $K\to0$ the bracket tends to $2K$ and the variance to $4\sigma^2hK/\pi^3$. This is $A(0)^2\sigma^2=4\sigma^2/\pi^2$ times the fraction $hK/\pi$ of wavenumbers kept, which is ordinary averaging. For large $K$ the sinh dominates:
\begin{equation}
\mathrm{rms}\,\delta g\simeq\frac{\sigma\sqrt h}{\pi^2}\,e^{\pi K/2}.
\label{rms}
\end{equation}
If an error $\epsilon$ is tolerable, solving for $K$ gives
\begin{equation}
K\simeq\frac2\pi\ln\frac{\pi^2\epsilon}{\sigma\sqrt h}.
\label{K}
\end{equation}
Resolution grows with the logarithm of data quality. Tenfold lower noise adds $(2/\pi)\ln10=1.47$ to $K$, and by averaging independent sweeps it costs a hundred times the measuring time.

\subsection*{The price of the cutoff}

The transform of (\ref{gw}) is that of the edge times that of the Gaussian, $\hat g=D_{it}e^{-w^2k^2/2}/(1-ik)$. Dropping $|k|>K$ leaves a bias
\begin{align}
|g-g_K|&\le\frac{D_{it}}\pi\int_K^\infty\frac{e^{-w^2k^2/2}}{\sqrt{1+k^2}}\,dk\nonumber\\
&\le\frac{D_{it}}{\pi}\,\frac{e^{-w^2K^2/2}}{w^2K\sqrt{1+K^2}} .
\label{bias}
\end{align}
The second line replaces the root by its value at $K$ and inserts the factor $k/K\ge1$. For a broad distribution the bias dies faster than the noise grows, so a good cutoff exists. For $w=0$, $|\hat g|$ falls only as $1/k$; the bound is then useless, and any finite $K$ smears the edge over a width of order $1/K$. The sharp cutoff also leaves ripples beside the edge, with a negative dip of 7 to 9\% of $D_{it}$ for $K$ between 2 and 20; they are not traps.

\section{Numbers for a silicon capacitor}

Take n-type silicon in depletion at 300 K ($k_BT=0.02585$ eV), with doping $10^{16}$ cm$^{-3}$, mean band bending 0.15 eV, $c_n=10^{-9}$ cm$^3$/s, $D_{it}=10^{11}$ cm$^{-2}$eV$^{-1}$, $w=1.5$ and a 5 nm oxide. Then
\begin{align}
n_s&=10^{16}e^{-0.15/0.02585}=3.0\times10^{13}\ \mathrm{cm^{-3}},\nonumber\\
\tau_m&=1/(c_nn_s)=3.3\times10^{-5}\ \mathrm{s}.
\end{align}
The trap capacitance $e^2D_{it}$ is 16.0 nF/cm$^2$. Averaging the continuum loss numerically over the patches gives a peak of 4.44 nF/cm$^2$ at 11 kHz; the peak of $g$ is 3.70 nF/cm$^2$ per unit $\ln\tau$. With ten points per decade, $h=0.2303$. Let the noise be 0.5\% of the loss peak, $\sigma=0.0222$ nF/cm$^2$.

At $K=2.05$, (\ref{rms}) gives $0.0222\times0.480\times25.0/9.87=0.027$ nF/cm$^2$, or 0.73\% of the peak of $g$. To obtain bias and noise separately, the convolution was sampled on a closed ring of 180 points (18 decades), its matrix was diagonalized, and the modes below $K$ were inverted. The noise column is the rms over 4000 random data sets. Both errors are relative to the peak of $g$.
\begin{center}
\begin{tabular}{ccc}
$K$ & largest bias (\%) & rms noise (\%)\\
0.99 & 9.9 & 0.15\\
2.05 & 0.10 & 0.73\\
4.02 & 0.000 & 16\\
5.99 & 0.003 & 355
\end{tabular}
\end{center}
Of these four, $K=2.05$ is the sensible choice. Doubling it removes a bias of 0.1\% and brings in 16\% of noise. The bias in the last row is not caused by the cutoff, since (\ref{bias}) is far smaller there. It comes from the ring: the loss does not match where the two ends join, and the inversion amplifies the mismatch. A ring twice as long removes it. At the Nyquist value $K=13.6$, where an inversion without a cutoff would end, the noise factor is $3\times10^8$. This is half of $A$, because on sampled points the kernel's transforms at $k=\pm\pi/h$ add.

With an rms noise error of 10\% of the peak of $g$ allowed, (\ref{var}) gives $K=3.72$, a shortest period $2\pi/K$ of 0.73 decade. Tenfold lower noise gives $K=5.18$ and 0.53 decade.

Does positivity of $g$ rescue finer detail? Multiply (\ref{gw}) by $1+\cos(2\pi s/\Lambda)$ with $\Lambda$ half a decade. The result is nowhere negative and looks like a comb of separate trap families. Yet its loss differs from the smooth one by at most 0.0034 nF/cm$^2$, or 0.08\% of the loss peak. Over the 41 points from 100 Hz to 1 MHz the combined difference is at most $\sqrt{41}\times0.0034/0.0222\approx1$ standard deviation. These data cannot tell the two apart, whatever algorithm is used. A fit of $D_{it}$, $\tau_m$ and $w$ avoids the exponential factor because it assumes the shape.

\section{Beside a real device}

The parameters are rough typical values, except that $D_{it}$ is about ten times that of a well-annealed Si/SiO$_2$ interface; a lower $D_{it}$ shrinks the signal and, at fixed absolute noise, lowers $K$. One assumption that no real instrument meets is the unlimited frequency axis. With data from 100 Hz to 1 MHz and $K=2.05$, setting the missing loss to zero causes errors up to 8 or 9\% of the peak of $g$, depending on where the sample points fall, for relaxers with $1/2\pi\tau$ between 1 and 100 kHz. Continuing the loss with tails $e^{-|u|}$ from the end points reduces this to about 1\%, still above the noise. These window errors grow steeply with the cutoff: at $K=3.72$ they are about 50\% with zeros and 5 to 7\% with tails, in addition to the noise, so the resolutions quoted for a 10\% noise error hold only for an unlimited frequency axis. Series resistance also matters. An uncorrected $R=0.01\ \Omega\,$cm$^2$ adds a false loss of about 0.4 nF/cm$^2$ at 1 MHz, a tenth of the loss peak. Traps inside the oxide, with density $N$ per volume and energy, are reached by tunnelling. Their $\tau$ grows from the interface value as $e^{2\kappa x}$ with depth $x$, where $\kappa$ is the decay constant of the electron wave function in the oxide. This gives a flat $g=N/2\kappa$ for $\tau\gg\tau_m$, and a loss plateau $\pi N/4\kappa$ at low frequency, $\omega\tau_m\ll1$. For $N=10^{17}$ cm$^{-3}$eV$^{-1}$, a 3.5 eV barrier and mass $0.4\,m_e$ this is 0.21 nF/cm$^2$, or 5\% of the loss peak. At 400 K, with band bending and $c_n$ held fixed, $\ln\tau_m$ falls by 1.45. If the potential fluctuation is fixed in volts, $w$ falls from 1.5 to 1.13, since it is measured in units of $k_BT$. The spectrum moves and narrows, but the kernel and its noise factor do not change.

The noise must also be referred to the right quantity. Removing the oxide capacitance $C_{ox}$ from the measured $C_m$ gives $C_p=C_mC_{ox}/(C_{ox}-C_m)$, so errors are multiplied by $|dC_p/dC_m|=|(C_{ox}+C_p)/C_{ox}|^2$. Here $C_{ox}=691$ nF/cm$^2$. With the same depletion capacitance, 82 nF/cm$^2$, in all patches, the factor stays between 1.25 and 1.30 across the window, so equal errors remain nearly equal. The noise assumed above is then only about 0.02\% of $C_m$, which calls for a very precise meter. In a real capacitor the depletion capacitance follows the local band bending. If the patches are wide enough for each to be in series with its own piece of oxide, $C_p$ is no longer exactly the patch average: for these numbers its loss is off by up to 1.8\% of the loss peak, more than the assumed noise. For a thicker oxide $C_{ox}$ is smaller and the factor larger. If the meter's own error varies strongly with frequency, (\ref{var}) needs a weighted sum, while the growth $A(k)$ of each noise component is unchanged.

Numbers in the example were calculated in double precision.
